# Poisson Vibrational Progressions and the Reorganization Energy of Displaced Oscillators

An electronic transition in a molecule appears as a progression of vibrational lines. Suppose we want the energy that the molecule releases when its nuclei relax after the transition. A tempting estimate is half the distance between the strongest absorption line and the strongest emission line. For the model molecule treated below this gives 0.005 hartree, while the true value is 0.009375 hartree, so the estimate is 47% too low. In this example the strongest line marks the most probable number of vibrational quanta, whereas the relaxation energy is fixed by the mean number. The law that governs the line strengths, derived below, shows how the two numbers are related and how the mean can be found from a few lines.

## The model and its line strengths

Hartree atomic units are used, so $\hbar=1$. Let $x$ be the change of a bond length from its equilibrium value in the lower electronic state, $P$ the conjugate momentum and $\mu$ the reduced mass. Rotation is left out. Both electronic states have harmonic potential curves with the same frequency $\omega$, but their minima lie a distance $d$ apart:

$$V_g(x)=\tfrac12\mu\omega^2x^2,\qquad V_e(x)=E_{00}+\tfrac12\mu\omega^2(x-d)^2. \tag{1}$$

The vibrational Hamiltonians are $H_g=P^2/2\mu+V_g$ and $H_e=P^2/2\mu+V_e$. Their eigenstates $|n_g\rangle$ and $|n_e\rangle$ have energies $\omega(n+\tfrac12)$ and $E_{00}+\omega(n+\tfrac12)$.

The molecule starts in $|0_g\rangle$. In the Born–Oppenheimer approximation the amplitude for a transition to $|n_e\rangle$ is $\langle n_e|M(x)|0_g\rangle$, where $M(x)$ is the electronic transition dipole moment. The Condon approximation replaces $M(x)$ by a constant $M$, which comes out of the matrix element. The squared amplitude is then $|M|^2P_n$, with

$$P_n=|\langle n_e|0_g\rangle|^2. \tag{2}$$

The states $|n_e\rangle$ form a complete set, so

$$\sum_{n=0}^\infty P_n=\langle 0_g|\Big(\sum_n|n_e\rangle\langle n_e|\Big)|0_g\rangle=1. \tag{3}$$

The $P_n$ are therefore probabilities: they tell how one electronic transition is shared among the vibrational levels. The absorption lines lie at

$$E_n^{\rm abs}=E_{00}+\omega(n+\tfrac12)-\tfrac12\omega=E_{00}+n\omega. \tag{4}$$

The zero-point energies cancel because the frequencies are equal.

## The initial state seen from the displaced oscillator

Define the dimensionless quantities

$$q=\sqrt{\mu\omega}\,x,\qquad p=\frac{P}{\sqrt{\mu\omega}},\qquad \Delta=\sqrt{\mu\omega}\,d. \tag{5}$$

The scale factors cancel in the commutator, so $[q,p]=[x,P]=i$. The lowering operator of the initial oscillator is

$$a=\frac{q+ip}{\sqrt2},\qquad a^\dagger a=\tfrac12\left(q^2+p^2+i[q,p]\right)=\tfrac12\left(q^2+p^2-1\right). \tag{6}$$

Since $P^2/2\mu=\omega p^2/2$ and $\mu\omega^2x^2/2=\omega q^2/2$, it follows that $H_g=\omega(a^\dagger a+\tfrac12)$.

The final oscillator has the same form with $q-\Delta$ in place of $q$. Its lowering operator is

$$b=\frac{(q-\Delta)+ip}{\sqrt2}=a-\frac{\Delta}{\sqrt2}, \tag{7}$$

and $H_e=E_{00}+\omega(b^\dagger b+\tfrac12)$. Subtracting a number does not change a commutator, so $[b,b^\dagger]=[a,a^\dagger]=1$.

The lowest level of the initial oscillator obeys $a|0_g\rangle=0$. Equation (7) then gives

$$b|0_g\rangle=-\frac{\Delta}{\sqrt2}\,|0_g\rangle. \tag{8}$$

The initial state is an eigenstate of the final oscillator's lowering operator. Such a state is called a coherent state. It is not an energy eigenstate of $H_e$ unless $\Delta=0$. It is a ground-state wave packet of unchanged width, placed away from the new minimum.

## The Poisson law

The levels of the final oscillator are built from its lowest level by

$$|n_e\rangle=\frac{(b^\dagger)^n}{\sqrt{n!}}|0_e\rangle,\qquad \langle n_e|=\langle0_e|\frac{b^n}{\sqrt{n!}}. \tag{9}$$

Apply the second form to $|0_g\rangle$. By (8), each of the $n$ factors $b$ yields the number $-\Delta/\sqrt2$:

$$\langle n_e|0_g\rangle=\frac{1}{\sqrt{n!}}\left(-\frac{\Delta}{\sqrt2}\right)^n\langle0_e|0_g\rangle. \tag{10}$$

One overlap remains. In the coordinate $q$, $ip$ acts as $d/dq$, so $a|0_g\rangle=0$ reads $(q+d/dq)\varphi_g=0$. Its normalized solution is $\varphi_g=\pi^{-1/4}e^{-q^2/2}$. The other ground state is the same function centred at $\Delta$. The sum of the two exponents, apart from the minus sign, is

$$\tfrac12q^2+\tfrac12(q-\Delta)^2=q^2-q\Delta+\tfrac12\Delta^2=\left(q-\tfrac12\Delta\right)^2+\tfrac14\Delta^2. \tag{11}$$

Hence

$$\langle0_e|0_g\rangle=\frac{e^{-\Delta^2/4}}{\sqrt\pi}\int_{-\infty}^{\infty}e^{-(q-\Delta/2)^2}dq=e^{-\Delta^2/4}, \tag{12}$$

because the integral equals $\sqrt\pi$. Squaring (10) removes the sign and gives

$$P_n=e^{-\Delta^2/2}\,\frac{(\Delta^2/2)^n}{n!}. \tag{13}$$

With the Huang–Rhys factor

$$S=\frac{\Delta^2}{2}=\frac{\mu\omega d^2}{2}, \tag{14}$$

this becomes the Poisson distribution

$$P_n=e^{-S}\frac{S^n}{n!}. \tag{15}$$

The exponential series $\sum_nS^n/n!=e^S$ confirms the normalization (3).

## Mean, variance and strongest line

The operator $N=b^\dagger b$ counts the quanta in the final oscillator. Its mean in the initial state follows from (8) and the adjoint of (8):

$$\sum_n nP_n=\langle0_g|b^\dagger b|0_g\rangle=\left(-\frac{\Delta}{\sqrt2}\right)^2=S. \tag{16}$$

For the variance, use $b^\dagger b=bb^\dagger-1$ in the middle of the following product:

$$b^\dagger b^\dagger bb=b^\dagger(bb^\dagger-1)b=N^2-N. \tag{17}$$

The left side has mean $S^2$ in $|0_g\rangle$, since each of its four factors gives $-\Delta/\sqrt2$. Therefore $\langle N^2\rangle=S^2+S$, and

$$\langle N^2\rangle-\langle N\rangle^2=S. \tag{18}$$

The strongest line follows from the ratio of neighbours,

$$\frac{P_n}{P_{n-1}}=\frac Sn. \tag{19}$$

The strengths rise while $n<S$ and fall once $n>S$. The maximum is at the integer part of $S$. If $S$ is a positive integer, the lines $n=S-1$ and $n=S$ are equally strong.

For $S\ll1$ the line $n=0$ dominates, and (15) gives $P_1\approx S$. For large $S$ the line $n=0$ is suppressed by $e^{-S}$. The standard deviation $\sqrt S$ then grows in absolute terms, but relative to the mean it falls as $1/\sqrt S$.

## The reorganization energy

Just after a vertical transition from $x=0$, the molecule is on the upper curve at the old equilibrium position. The reorganization energy $\lambda$ is the potential energy released when it relaxes to the new minimum:

$$\lambda=V_e(0)-V_e(d)=\tfrac12\mu\omega^2d^2=\omega\,\frac{\mu\omega d^2}{2}=S\omega. \tag{20}$$

With $\hbar$ restored, $S=\mu\omega d^2/2\hbar$ and $\lambda=S\hbar\omega$. The Huang–Rhys factor is thus the reorganization energy measured in vibrational quanta.

Equations (4) and (16) give the mean absorption energy, with each line weighted by $P_n$:

$$\overline{E}^{\rm abs}=\sum_n(E_{00}+n\omega)P_n=E_{00}+\lambda. \tag{21}$$

This is the vertical gap $V_e(0)-V_g(0)$. By (18), the standard deviation of the absorption energy is

$$\sigma_E=\omega\sqrt S=\sqrt{\lambda\omega}. \tag{22}$$

The width has a simple origin. The kinetic energies cancel in the difference of the Hamiltonians:

$$H_e-H_g=V_e-V_g=E_{00}+\lambda-\mu\omega^2d\,x. \tag{23}$$

Let $\epsilon_0=\omega/2$ be the initial vibrational energy. Since $H_g|0_g\rangle=\epsilon_0|0_g\rangle$, the operators $H_e-\epsilon_0$ and $H_e-H_g$ have the same effect on $|0_g\rangle$. The first two moments of the line energies are therefore those of the gap (23). The mean of $x$ is zero, which reproduces (21). The mean of $x^2$ is $1/(2\mu\omega)$, so the variance of the gap is

$$(\mu\omega^2d)^2\,\frac1{2\mu\omega}=\tfrac12\mu\omega^3d^2=S\omega^2, \tag{24}$$

in agreement with (22). The spread of the band reflects the zero-point spread of the bond length, converted to energy by the slope of the gap.

## Emission

Suppose the molecule relaxes to $|0_e\rangle$ before it emits. From (7), $a=b+\Delta/\sqrt2$, and $b|0_e\rangle=0$ gives $a|0_e\rangle=(\Delta/\sqrt2)|0_e\rangle$. The derivation of (15) then applies with the two oscillators exchanged. The sign of the shift is reversed, but it disappears on squaring, so emission has the same $P_n$. The molecule now keeps $n$ quanta in the lower electronic state, and

$$E_n^{\rm em}=E_{00}-n\omega,\qquad \overline{E}^{\rm em}=E_{00}-\lambda. \tag{25}$$

In their line positions and in $P_n$, the two progressions are mirror images about $E_{00}$, and

$$\overline{E}^{\rm abs}-\overline{E}^{\rm em}=2\lambda. \tag{26}$$

One $\lambda$ is released on the upper curve after absorption and the other on the lower curve after emission. The harmonic sum for emission formally includes lines with $n\omega>E_{00}$, which cannot be emitted. Equation (25) requires their weight to be negligible.

## A worked example

Take a model diatomic with $\mu=12000$ electron masses, $\omega=0.005$ hartree (1097 cm$^{-1}$), $d=0.25$ bohr and $E_{00}=0.1$ hartree (2.721 eV). In atomic units $\mu\omega=60$, so

$$S=\frac{60\times0.25^2}{2}=1.875, \tag{27}$$

$$\lambda=1.875\times0.005=0.009375\ \text{hartree}=0.2551\ \text{eV}. \tag{28}$$

The first strength is $P_0=e^{-1.875}=0.1534$. The others follow from (19); for instance, $P_1=1.875\,P_0=0.2875$ and $P_2=(1.875/2)P_1=0.2696$.

| $n$ | Absorption (hartree) | Emission (hartree) | $P_n$ |
|---|---|---|---|
| 0 | 0.100 | 0.100 | 0.1534 |
| 1 | 0.105 | 0.095 | 0.2875 |
| 2 | 0.110 | 0.090 | 0.2696 |
| 3 | 0.115 | 0.085 | 0.1685 |
| 4 | 0.120 | 0.080 | 0.0790 |
| 5 | 0.125 | 0.075 | 0.0296 |

The lines from $n=0$ to $n=7$ carry 99.93% of the total. Emission lines at negative energy would need $n>20$, so their weight is negligible here.

The strongest line has $n=1$, although the mean is 1.875. The mean absorption energy is $0.1+0.009375=0.109375$ hartree, and the mean emission energy is 0.090625 hartree. They differ by 0.01875 hartree, or 0.5102 eV, which is $2\lambda$. The strongest lines differ by only 0.010 hartree, which is the source of the poor estimate in the opening paragraph. In general, by (19), half the distance between the lines of largest $P_n$ is $\omega$ times the integer part of $S$, which falls short of $\lambda=S\omega$ by at most one quantum $\omega$. The error relative to $\lambda$ is therefore at most $1/S$. It is large here because $S$ is small and lies just below an integer, and it becomes small for large $S$. This bound holds for the lines of largest $P_n$. The photon-energy factors of the next section can move the strongest measured lines: they leave them at $n=1$ in this example, but for $E_{00}/\omega=20$ and $S=8.65$ the shortfall grows to 1.65 quanta. The standard deviation of the absorption energy is $0.005\sqrt{1.875}=0.00685$ hartree.

The displacement enters quadratically. With $d=0.10$ bohr and the other parameters unchanged, $S=0.30$ and the line $n=0$ carries 74% of the strength. With $d=0.40$ bohr, $S=4.8$, that line carries 0.8%, and the strongest line is $n=4$.

## From measured intensities to $S$

A measured intensity is not yet $P_n$. For an absorption line, the integrated cross section is proportional to the photon energy times $|M|^2P_n$. For spontaneous emission, the number of photons per unit time is proportional to the cube of the photon energy times $|M|^2P_n$: two powers come from the density of photon modes and one from the squared field of a single photon. These factors must be divided out first.

If the absorption factor is left in, the apparent mean of $n$ is

$$\overline n_{\rm abs}=\frac{\sum_n n(E_{00}+n\omega)P_n}{\sum_n(E_{00}+n\omega)P_n}
=\frac{E_{00}S+\omega(S^2+S)}{E_{00}+S\omega}. \tag{29}$$

Here $\sum_nn^2P_n=S^2+S$ was used. The numerator equals $S(E_{00}+S\omega)+S\omega$, so

$$\overline n_{\rm abs}=S+\frac{S\omega}{E_{00}+S\omega}. \tag{30}$$

For the example this is $1.875+0.009375/0.109375=1.961$, which is 4.6% above $S$. In emission the photon energy falls as $n$ rises, so the factor favours small $n$. Summing the lines with the weights $(E_{00}-n\omega)^3P_n$ gives an apparent mean of 1.585, which is 15% below $S$.

Once the factors are removed, (19) supplies an estimate of $S$ from each pair of neighbouring lines:

$$S=\frac{nP_n}{P_{n-1}}\qquad(n\ge1). \tag{31}$$

Agreement among the estimates is a test of the Poisson law. The line spacing gives $\omega$, and then $\lambda=S\omega$ and $|d|=\sqrt{2S/\mu\omega}$. For harmonic curves the intensities do not reveal whether the bond has lengthened or shortened, because $S$ depends on $d^2$. Anharmonic curves break this symmetry, as shown in the last section.

## When the Poisson law fails

**Unequal frequencies.** Let the upper curve have frequency $\omega'$, and put $s=\sqrt{\omega'/\omega}$. Its lowering operator, written with the $q$, $p$ and $\Delta$ of (5), is

$$b'=\frac{1}{\sqrt2}\left[s(q-\Delta)+\frac{ip}{s}\right]. \tag{32}$$

From (6) and its adjoint, $q=(a+a^\dagger)/\sqrt2$ and $ip=(a-a^\dagger)/\sqrt2$. Substitution gives

$$b'=\tfrac12\left(s+\tfrac1s\right)a+\tfrac12\left(s-\tfrac1s\right)a^\dagger-\frac{s\Delta}{\sqrt2}. \tag{33}$$

The term in $a^\dagger$ turns $|0_g\rangle$ into $|1_g\rangle$. It vanishes for $s=1$ alone, so for unequal frequencies the initial state is no longer an eigenstate of the lowering operator, and the step from (8) to (10) is lost.

To see the size of the effect, lower the upper frequency in the example to 0.004 hartree and keep $\mu$ and $d$. The overlaps were computed by diagonalizing both Hamiltonians on a uniform grid in $x$. The right side of (31) is then 1.85, 1.64, 1.41 and 1.17 for $n=1$ to 4, instead of 1.875 each time. No single $S$ describes this progression. The two curves also have different reorganization energies, $\tfrac12\mu\omega'^2d^2$ for the upper and $\tfrac12\mu\omega^2d^2$ for the lower.

**A vibrationally excited start.** Return to equal frequencies, but start in $|1_g\rangle$. With $\Delta/\sqrt2=\sqrt S$ for $d>0$, (7) gives

$$N=b^\dagger b=a^\dagger a-\sqrt S\,(a+a^\dagger)+S. \tag{34}$$

The middle term changes the level by one and has no mean value in $|1_g\rangle$, so $\langle N\rangle=1+S$. The deviation from the mean is

$$\left(N-1-S\right)|1_g\rangle=-\sqrt S\left(|0_g\rangle+\sqrt2\,|2_g\rangle\right). \tag{35}$$

Its squared norm, which is the variance, is $S(1+2)=3S$. For the example the mean is 2.875 and the variance 5.625. A Poisson distribution would have equal values, so this one is not Poisson. The mean absorption energy is nevertheless unchanged: the mean final energy rises by $\omega$, and so does the initial energy. In a thermal sample the population of $|1_g\rangle$ relative to $|0_g\rangle$ is $e^{-\omega/k_BT}$, and (15) applies when $k_BT\ll\omega$.

**Other corrections.** Real potential curves are anharmonic, and $M(x)$ varies with bond length. The first changes the levels and wave functions used in (9); the second prevents $M$ from being taken out of the matrix element in (2). At the displacement of the example the first is not a small effect. Replace both curves by Morse curves with the same $\mu$ and $\omega$ and an anharmonicity $\omega_ex_e=10$ cm$^{-1}$, under 1% of $\omega$. In absorption the right side of (31) is then 1.41, 1.83, 2.26 and 2.71 for $n=1$ to 4 when $d=+0.25$ bohr, and 2.38, 1.73, 1.15 and 0.65 when $d=-0.25$ bohr. For $d=+0.25$ bohr the reorganization energy is 0.0123 hartree on the upper curve and 0.0073 hartree on the lower, instead of 0.009375 on both. Equation (15) is therefore a result for harmonic curves of equal frequency, a constant transition moment and a start in the lowest vibrational level.
